# The Einstein Relation for Degenerate Carriers, from Vanishing Equilibrium Current

## 1. The decision

A transport calculation for a heavily doped contact has produced a mobility $\mu$. A drift-diffusion simulation also needs a diffusivity $D$. Should it use $D=\mu kT/e$, or a value that depends on the carrier density? For silicon with $10^{20}$ electrons per cm³ at 300 K, the parabolic-band model below gives a $D$ more than twice the first choice. The relation that decides the matter is

$$
\boxed{\frac{D}{\mu}=\frac{n}{e\,(\partial n/\partial\zeta)_T}}
$$

Here $e>0$ is the elementary charge, $n$ the density of mobile carriers, and $\zeta$ their chemical potential measured from the local band edge. The mobility is the low-field drift speed per unit field. The diffusivity is the particle flux per unit density gradient at uniform temperature and zero field.

## 2. Derivation from zero current

Take electrons that vary along $x$. With electrostatic potential $\phi$, the field and the band edge are

$$
\mathcal E=-\frac{d\phi}{dx},\qquad E_c=\text{const}-e\phi,\qquad \frac{dE_c}{dx}=e\mathcal E .
$$

The band shape is the same everywhere, so $n$ depends on position through $\zeta(x)$ alone when $T$ is uniform.

Electrons drift against the field and diffuse down their density gradient. Their particle flux is $-n\mu\mathcal E-D\,dn/dx$. Multiplying by the charge $-e$ gives the electric current density

$$
J=en\mu\mathcal E+eD\frac{dn}{dx}.
$$

This law assumes a linear and local response: field and gradient are weak, and they change little over a mean free path or a carrier wavelength. Then $\mu$ and $D$ are properties of the material at the local density and temperature. Their ratio may be found in any weakly nonuniform state, and equilibrium is the convenient one.

In equilibrium the electrochemical potential $E_c+\zeta$ is uniform, so

$$
\frac{d\zeta}{dx}=-\frac{dE_c}{dx}=-e\mathcal E .
$$

Since $T$ is uniform, the chain rule gives

$$
\frac{dn}{dx}=\frac{\partial n}{\partial\zeta}\frac{d\zeta}{dx}=-e\mathcal E\,\frac{\partial n}{\partial\zeta}.
$$

The current vanishes in equilibrium. Inserting the gradient,

$$
0=e\mathcal E\left(n\mu-eD\frac{\partial n}{\partial\zeta}\right).
$$

The built-in field is not zero in a nonuniform sample, so the bracket is zero, which is the boxed relation.

For holes of density $p$, measure energy and $\zeta$ downward from the valence edge. The current is $J=ep\mu\mathcal E-eD\,dp/dx$, and equilibrium requires $d\zeta/dx=+e\mathcal E$. Both signs have changed, so $J=0$ again gives $p\mu=eD\,\partial p/\partial\zeta$.

Away from equilibrium, replace $eD\,\partial n/\partial\zeta$ by $n\mu$ in the current law:

$$
J=en\mu\mathcal E+n\mu\frac{d\zeta}{dx}=n\mu\frac{d}{dx}(E_c+\zeta).
$$

Drift and diffusion are two parts of the response to one gradient. If the temperature varies, a thermoelectric current must be added.

## 3. Why the scattering law drops out

The kinetic equation shows the same result without appeal to a particular equilibrium profile. Let $f_k$ be the occupation of a state with energy $E_k$ and velocity $v_k$, and let $F=-e\mathcal E$ be the force on an electron. In a steady state

$$
v_k\frac{\partial f_k}{\partial x}+\frac F\hbar\frac{\partial f_k}{\partial k}=C[f]_k .
$$

The collision term $C$ vanishes for the Fermi function $f^0$ at every $\zeta$, because the scatterers are in equilibrium at $T$. Write $f=f^0(\zeta(x))+g$ and keep first order in $F$ and $d\zeta/dx$. With $\chi_k=\partial f^0_k/\partial\zeta=-\partial f^0_k/\partial E_k$ and $\partial E_k/\partial k=\hbar v_k$,

$$
v_k\chi_k\left(\frac{d\zeta}{dx}-F\right)=(Lg)_k,
$$

where $L$ is the linearized collision operator. Let $h$ solve $-Lh=v\chi$ with no change of density. A solution can exist because $v\chi$ sums to zero over the band, and it is finite if collisions pass momentum to the lattice. Then $g=(F-d\zeta/dx)\,h$, and the particle flux is

$$
\Gamma=K\left(F-\frac{d\zeta}{dx}\right),\qquad K=\frac1V\sum_k v_kh_k ,
$$

with $V$ the volume and the sum including spin. For a pure force, $\Gamma=n\mu F/e$, so $K=n\mu/e$. For a pure gradient, $\Gamma=-D(\partial n/\partial\zeta)\,d\zeta/dx$, so $K=D\,\partial n/\partial\zeta$. Equating the two gives the relation again. The scattering is all inside $K$, which cancels. In an anisotropic crystal $K$ is a tensor, and the relation holds component by component.

A small model shows this in numbers. Set $kT=\hbar=1$ and the lattice constant to 1. Take the one-dimensional band $E_k=4(1-\cos k)$ on 64 points, with $\zeta=3$. Let the rate from $k$ to $k'$ be

$$
W_{kk'}=\frac{1\pm0.6\cos(k-k')}{64}\,e^{-(E_k-E_{k'})^2/18}\,e^{(E_k-E_{k'})/2},
$$

multiplied by $f_k(1-f_{k'})$ for Pauli blocking. The upper sign favours forward scattering. The mobility, here drift velocity per unit force, comes from solving the nonlinear steady state under a force of $10^{-4}$. The diffusivity comes separately from the decay rate $Dq^2$ of a density ripple with wavenumber $q=10^{-4}$, found by diagonalizing $L-iqv$.

Forward scattering gives mobility 8.491 and $D=38.03$. Backward scattering gives 4.014 and 17.98. The ratio is 4.479 in both cases, and so is $n/(\partial n/\partial\zeta)$ from the equilibrium occupations. The classical value would be 1.

If a strong field heats the carriers, $f^0$ at the lattice temperature is no longer the right starting point, and this argument does not apply.

## 4. The parabolic band and its two limits

For a parabolic band in three dimensions, with $\eta=\zeta/kT$,

$$
n=N_c\frac{2}{\sqrt\pi}\int_0^\infty\frac{\sqrt x\,dx}{1+e^{x-\eta}},\qquad
N_c=2M\left(\frac{m_vkT}{2\pi\hbar^2}\right)^{3/2}.
$$

There are $M$ equal valleys. An ellipsoidal valley with one long and two transverse masses has $m_v=(m_lm_t^2)^{1/3}$, because rescaling each wavevector axis turns the ellipsoid into a sphere and leaves the product of the masses.

**Dilute carriers.** For $z=e^\eta\ll1$, expand the Fermi function as $ze^{-x}-z^2e^{-2x}+\dots$ and use $\int_0^\infty\sqrt x\,e^{-jx}dx=\sqrt\pi/(2j^{3/2})$:

$$
\frac n{N_c}=z-\frac{z^2}{2^{3/2}}+\dots,\qquad
\frac{kT}{N_c}\frac{\partial n}{\partial\zeta}=z-\frac{2z^2}{2^{3/2}}+\dots
$$

Dividing, and replacing $z$ by $n/N_c$ in the correction,

$$
\frac{eD}{\mu}=kT\left(1+\frac{n}{2^{3/2}N_c}+\dots\right).
$$

The classical ratio $kT/e$ is the leading term.

**Strongly degenerate carriers.** Integrate by parts, so that $n\propto\int E^{3/2}(-\partial f^0/\partial E)\,dE$. Expand $E^{3/2}$ about $\zeta$. The linear term vanishes by symmetry. The quadratic term has coefficient $\tfrac38\zeta^{-1/2}$, and the mean of $(E-\zeta)^2$ is $\pi^2(kT)^2/3$. Therefore

$$
n\propto\zeta^{3/2}\left(1+\frac a{\zeta^2}\right),\qquad a=\frac{\pi^2(kT)^2}{8}.
$$

The derivative is $\tfrac32\zeta^{1/2}\left(1-a/(3\zeta^2)\right)$ with the same prefactor. To first order in $a$,

$$
\frac n{\partial n/\partial\zeta}=\frac23\zeta\left(1+\frac{4a}{3\zeta^2}\right).
$$

Let $E_F$ be the value of $\zeta$ at $T=0$ for the same density. Then $E_F^{3/2}=\zeta^{3/2}(1+a/\zeta^2)$, so $\zeta=E_F(1-2a/(3E_F^2))$ to this order, and

$$
\frac{eD}{\mu}=\frac23E_F\left[1+\frac{\pi^2}{12}\left(\frac{kT}{E_F}\right)^2+\dots\right].
$$

The ratio stays finite as $T\to0$: the energy scale is then set by Pauli exclusion.

**A two-dimensional layer.** One parabolic subband has a constant density of states $g_2$, so $n=g_2kT\ln(1+e^\eta)$ and $\partial n/\partial\zeta=g_2/(1+e^{-\eta})$. Hence $eD/\mu=kT(1+e^{-\eta})\ln(1+e^\eta)$. This tends to $kT$ when dilute and to $\zeta$ when degenerate, without the factor $2/3$.

## 5. Heavily doped silicon

The inputs are rough typical values: $m_l=0.92$ and $m_t=0.19$ electron masses, six valleys, relative permittivity 11.7, and a round mobility of 100 cm²/Vs. Measured electron mobilities at this doping are lower, roughly 60 to 75 cm²/Vs; $D$, the current densities and the free path below scale in proportion to $\mu$, while $D/\mu$ does not depend on it. Every donor is taken to supply one mobile electron, so $n=10^{20}$ cm⁻³. At 300 K, $kT=25.85$ meV, $m_v=0.321$ electron masses and $N_c=2.74\times10^{19}$ cm⁻³.

Numerical integration for $n$ and a root search give $\zeta=65.2$ meV, or $2.52\,kT$. The same integration gives $\partial n/\partial\zeta=1.778\times10^{21}$ cm⁻³ per eV. Therefore

$$
\frac D\mu=\frac{10^{20}}{1.778\times10^{21}}\ \text{V}=56.2\ \text{mV}=2.18\,\frac{kT}{e},
$$

$$
D=100\times0.0562=5.6\ \text{cm}^2/\text{s}.
$$

The classical ratio would give 2.6 cm²/s. Other densities, treated in the same way, give:

| $n$ (cm⁻³) | $\zeta/kT$ | $D/\mu$ (mV) | $eD/(\mu kT)$ |
|---|---:|---:|---:|
| $10^{17}$ | −5.61 | 25.9 | 1.00 |
| $10^{18}$ | −3.30 | 26.2 | 1.01 |
| $10^{19}$ | −0.88 | 29.2 | 1.13 |
| $10^{20}$ | 2.52 | 56.2 | 2.18 |
| $3\times10^{20}$ | 5.81 | 105.4 | 4.08 |

At $10^{19}$ cm⁻³ the first dilute correction gives $1+0.364/2.83=1.13$, as in the table. At $10^{20}$ cm⁻³ it gives $1+3.64/2.83=2.29$, about 5% too high. In this model the classical ratio is good to about 1% at $10^{18}$ cm⁻³ and fails by a factor of two at $10^{20}$ cm⁻³.

The last row shows the trend for parabolic valleys and is not a reliable value for silicon. There $\zeta$ is 150 meV, while the real valleys meet a second conduction band at the zone boundary, roughly 0.12 eV above their minimum, and the coupling between the two bands makes them nonparabolic.

## 6. Built-in field and false current

Setting $J=0$ in the current law gives the field

$$
\mathcal E=-\frac D\mu\frac{d\ln n}{dx}.
$$

Let the doping fall tenfold per 100 nm, so that $n\propto e^{-x/\ell}$ with $\ell=100/\ln10=43.4$ nm. If the electrons follow the doping, the field where $n=10^{20}$ cm⁻³ is $56.2\ \text{mV}/43.4\ \text{nm}$, or 13.0 kV/cm.

How well they follow it depends on screening. A small potential change $\delta\phi$ changes the density by $\delta n=e\,\delta\phi\,\partial n/\partial\zeta$. With permittivity $\epsilon$, Poisson's equation $\epsilon\,\delta\phi''=e\,\delta n$ then gives decay over a length $\lambda$, where

$$
\lambda^2=\frac{\epsilon}{e^2\,\partial n/\partial\zeta}=\frac{\epsilon}{en}\frac D\mu .
$$

Here $\lambda=0.60$ nm, far below $\ell$. A finite-difference Newton solution of the nonlinear Poisson equation, over 150 nm of the graded profile, gives a field of 12.95 kV/cm at this plane. The electron density there differs from the doping by about one part in $10^4$.

The drift current density is

$$
en\mu\mathcal E=(1.602\times10^{-19})(10^{20})(100)(1.295\times10^4)=2.075\times10^7\ \text{A/cm}^2 .
$$

The diffusion current is equal and opposite. If $D$ is replaced by $\mu kT/e$ in this same profile, a net current of $1.12\times10^7$ A/cm² remains, 54% of the drift term, in a sample at equilibrium.

A simulator that solves for the potential with the classical ratio can still reach $J=0$, but with the wrong field. For nearly neutral carriers it finds $25.85\ \text{mV}/43.4\ \text{nm}$, about 6 kV/cm. A vanishing current is therefore no evidence that the ratio is right; the field must also agree with a uniform $E_c+\zeta$ under the chosen statistics.

## 7. Exchange between carriers

The relation itself does not require independent electrons. Interactions enter through $\zeta(n,T)$, while the mean electrostatic potential of all charges stays in $\phi$. Exchange can be estimated to first order, with a spherical valley of mass $m_v$ and Coulomb strength $c=e^2/(4\pi\epsilon)$.

For a filled sphere of radius $k_2$, the exchange energy of a state $k_1$ is

$$
\Sigma=-\frac{c}{\pi k_1}\int_0^{k_2}k'\ln\left|\frac{k_1+k'}{k_1-k'}\right|dk'
=-\frac{c}{\pi k_1}\left[k_1k_2+\frac{k_2^2-k_1^2}2\ln\left|\frac{k_1+k_2}{k_1-k_2}\right|\right].
$$

The logarithm comes from averaging $4\pi c/|\mathbf k_1-\mathbf k'|^2$ over angle. At finite temperature the Fermi function is a superposition of filled spheres with weight $w(E)=-\partial f^0/\partial E$.

The density of states per valley is $m_vk/(\pi^2\hbar^2)$, so the valley density $n_v=n/6$ obeys $\partial n_v/\partial\zeta=(m_v/\pi^2\hbar^2)\int wk\,dE$. The exchange free energy $\mathcal F_x$ per volume is bilinear in $f^0$. Its factor $1/2$ cancels on differentiation, leaving

$$
\frac{\partial\mathcal F_x}{\partial\zeta}=\frac{m_v}{\pi^2\hbar^2}\iint w(E_1)w(E_2)\,k_1\Sigma\,dE_1dE_2 .
$$

The logarithmic term changes sign when $k_1$ and $k_2$ are exchanged, so it integrates to zero. The term $k_1k_2$ leaves $-(cm_v/\pi^3\hbar^2)\left(\int wk\,dE\right)^2$. Dividing by $\partial n_v/\partial\zeta$ gives the exchange part of the chemical potential:

$$
\zeta_x=\frac{\partial\mathcal F_x}{\partial n_v}=-\frac{\pi\hbar^2c}{m_v}\frac{\partial n_v}{\partial\zeta}.
$$

For the example, $\zeta_x=-27.2$ meV. What enters $eD/\mu$ is $n\,\partial\zeta_x/\partial n$, which a numerical derivative puts at $-13.7$ meV. In this estimate, unscreened exchange taken alone lowers $D/\mu$ by 24%, from 56.2 to about 42.6 mV. For ellipsoidal valleys the exchange terms are multiplied by the average over unit vectors $\mathbf u$ of $m_v/[m_t(u_x^2+u_y^2)+m_lu_z^2]$, about 0.95 here, which turns 24% into 23%. Correlation, which includes screening, is not part of this figure.

In a device code, a density-dependent shift may instead be placed in the band edge. Its gradient then belongs to the driving force, and $D$ keeps the independent-electron value. Counting it in both places would be an error.

## 8. How far the number can be trusted

The example stands for a heavily doped silicon contact region. Exchange is the largest correction computed here. Correlation and the disorder of the dopants are left out, and their effect on the ratio is not estimated here, so 56 mV is the result of an independent-electron model and should not be read as a measured ratio.

Two further changes are smaller. Each is taken alone, at fixed density:

- A nonparabolic band, $E(1+\alpha E)=\hbar^2k^2/2m_v$ with a rough $\alpha=0.5$ eV⁻¹, gives 52.9 mV, a fall of 6%. At a given wavenumber the band is flatter, so the density of states is larger.
- Operation at 400 K gives 61.6 mV, a rise of 9.5%. The classical ratio would rise by a third.

The local current law has its own limit. With $3/m_c=1/m_l+2/m_t$, the conductivity mass $m_c$ is 0.258 electron masses. The scattering time $\tau=\mu m_c/e$ is 14.7 fs, and if all carriers share it, $D=\langle v^2\rangle\tau/3$ with the states weighted by $-\partial f^0/\partial E$. The free-path scale $\sqrt{\langle v^2\rangle}\,\tau=\sqrt{3D\tau}$ is then 5.0 nm, or 0.11 of $\ell$. With exponentially distributed flight times the root-mean-square flight is longer by $\sqrt2$. A doping edge only a few nanometres wide would break the separation into local drift and diffusion.

The inverse Fermi wavenumber is 1.27 nm, larger than the screening length of 0.60 nm. That length is good evidence of neutrality over 43 nm, but it does not describe the detailed screening of a single dopant.
